# Energy ratios in the neutral Thomas-Fermi atom

## Problem

In the Thomas-Fermi model an atom is described by its electron density $n(\mathbf r)\ge 0$ alone. In atomic units, with a point nucleus of charge $Z$ at the origin, the energy is

$$E[n]=T+V_{ne}+V_{ee},$$

$$T=C\int n^{5/3}\,d^3r,\qquad C=\tfrac{3}{10}(3\pi^2)^{2/3},$$

$$V_{ne}=-Z\int\frac{n(\mathbf r)}{r}\,d^3r,\qquad V_{ee}=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

There are no exchange, correlation or density-gradient terms, and $V_{ee}$ is the full classical repulsion of the charge cloud, self-repulsion included. The ground-state density minimizes $E$ at a fixed electron number $N=\int n\,d^3r$. Take it as given that this minimizer exists and is spherical for $N\le Z$.

(a) For the neutral atom, $N=Z$, find the ratio $T:V_{ne}:V_{ee}$ without solving for the density.

(b) Find what replaces this ratio for a positive ion, $N<Z$.

(c) Express the total energy of the neutral atom through a single number that has to be computed, and evaluate it for Rh, $Z=45$.

## A tempting solution

Two relations are needed to fix two ratios. The first is the virial theorem for Coulomb forces,

$$2T+V_{ne}+V_{ee}=0.$$

The second comes from the chemical potential $\mu$. Let

$$v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'$$

be the repulsive potential of the electrons. An electron at $\mathbf r$ has the kinetic energy $Cn^{2/3}$, which is the kinetic energy density $Cn^{5/3}$ divided by the density, and the potential energy $-Z/r+v_H$. In equilibrium no electron gains by moving elsewhere, so the sum has the same value $\mu$ everywhere, and for a neutral atom $\mu=0$:

$$Cn^{2/3}-\frac Zr+v_H=0.\qquad\text{(wrong)}$$

Multiplication by $n$ and integration give $T+V_{ne}+2V_{ee}=0$. Subtracting the virial relation leaves $-T+V_{ee}=0$. Hence $V_{ee}=T$, $V_{ne}=-3T$, and the ratio would be $1:-3:1$.

This answer has the right signs, obeys the virial theorem and gives $E=-T$. None of these checks can expose the error: the signs of the three energies are the same for any density, and the other two checks restate the first relation, which is correct.

## Where the fault lies

The fault is the kinetic term. The quantity $Cn^{2/3}$ is the mean kinetic energy of the electrons at a point, whereas equilibrium concerns the cost of adding one more electron there.

The model treats the electrons near each point as a uniform gas that fills all momenta up to $p_F$. With two spin states per momentum state,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}p_F^3=\frac{p_F^3}{3\pi^2},\qquad p_F=(3\pi^2n)^{1/3}.$$

The mean kinetic energy in the filled sphere is

$$\frac12\,\frac{\int_0^{p_F}p^4\,dp}{\int_0^{p_F}p^2\,dp}=\frac12\,\frac{p_F^5/5}{p_F^3/3}=\frac35\,\frac{p_F^2}{2}=\frac{3}{10}(3\pi^2)^{2/3}n^{2/3}=Cn^{2/3}.$$

An added electron finds these states occupied and must enter at the surface of the sphere, with kinetic energy

$$\frac{p_F^2}{2}=\frac53\,Cn^{2/3}=\frac{d}{dn}\left(Cn^{5/3}\right).$$

So $\mu$ is the energy of the highest occupied level at each point, and the average electron lies below it. The factor $5/3$ missing from the tempting solution changes the ratio.

## Correct solution

### The chemical-potential equation

Change the density by a small $\delta n$. The first-order changes of the three energies are

$$\delta T=\int\tfrac53Cn^{2/3}\,\delta n\,d^3r,\qquad \delta V_{ne}=-\int\frac Zr\,\delta n\,d^3r,\qquad \delta V_{ee}=\int v_H\,\delta n\,d^3r.$$

In the last one, either factor $n$ in the double integral can be varied. The two contributions are equal by symmetry and cancel the prefactor $\tfrac12$.

At the minimum, moving a little charge between two places where $n>0$ must not change $E$ to first order. The cost per electron is therefore a constant, which defines $\mu$:

$$\frac53Cn^{2/3}-\frac Zr+v_H=\mu\qquad\text{where }n>0.\tag{1}$$

Where $n=0$, charge can be added but not removed. Moving charge there must not lower the energy, so the left side is at least $\mu$. With the total electrostatic potential $\Phi=Z/r-v_H$, both cases are contained in

$$\frac53Cn^{2/3}=\max(\mu+\Phi,\,0).\tag{2}$$

### Why $\mu=0$ for the neutral atom

Let $N(s)$ be the number of electrons within radius $s$. For a spherical density, a shell of radius $r'$ contributes its charge divided by the larger of $r$ and $r'$ to $v_H(r)$. Therefore $0\le v_H\le N/r$, and $\Phi\to0$ at large $r$. Gauss's law gives $d\Phi/dr=-[Z-N(r)]/r^2$, so

$$\Phi(r)=\int_r^\infty\frac{Z-N(s)}{s^2}\,ds.\tag{3}$$

For $N=Z$ the integrand is nowhere negative, and $\Phi\ge0$. Two cases can now be excluded.

- Suppose $\mu>0$. Then (2) gives $\tfrac53Cn^{2/3}\ge\mu$ everywhere. The density stays above a positive constant out to infinity, and the number of electrons is infinite.
- Suppose $\mu<0$. Since $\Phi\to0$, the sum $\mu+\Phi$ is negative at large $r$, and $n=0$ there. Let $R$ be the smallest radius beyond which $n$ vanishes. All $Z$ electrons lie within $R$, so (3) gives $\Phi(R)=0$ and $\mu+\Phi(R)=\mu<0$. By continuity $\mu+\Phi$ is also negative just inside $R$, so $n$ vanishes there too, which contradicts the choice of $R$.

Hence $\mu=0$: the highest level lies at the energy of an electron at rest far away. The neutral atom also has no sharp edge. Suppose $n$ vanished beyond a smallest radius $R$. By (2), $n$ is a constant times $\Phi^{3/2}$, and by (3) $\Phi$ decreases outward, so just inside $R$ we have $\Phi(r)>0$ and $Z-N(r)\le c\,(R-r)\,\Phi(r)^{3/2}$ with a constant $c$. Equation (3) gives $\Phi(r)\le[Z-N(r)](R-r)/r^2$. Together these require $1\le c\,(R-r)^2\,\Phi(r)^{1/2}/r^2$, which fails as $r\to R$.

### The energies are finite

The relations below combine integrals, which must converge. Since $\mu\le0$ and $v_H\ge0$, equation (2) gives $\tfrac53Cn^{2/3}\le Z/r$. Near the nucleus $n$ is then at most a constant times $r^{-3/2}$, and $\int (n/r)\,r^2dr$ is bounded by a constant times $\int r^{-1/2}dr$, which converges at $r=0$. The region $r>1$ contributes at most $N$ to $\int n/r\,d^3r$. So $V_{ne}$ is finite. The same inequality, multiplied by $n$ and integrated, gives $T\le\tfrac35|V_{ne}|$. The bound $v_H\le N/r$ gives $V_{ee}\le\tfrac12N\int n/r\,d^3r$. These arguments also cover positive ions, for which $\mu<0$ is shown below.

### First relation: scaling of lengths

Compare the minimizer with the family

$$n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r),\qquad\lambda>0,$$

which is compressed for $\lambda>1$ and expanded for $\lambda<1$. Substitute $\mathbf s=\lambda\mathbf r$, so that $d^3r=\lambda^{-3}d^3s$ and $1/r=\lambda/s$. The electron number is unchanged:

$$\int n_\lambda\,d^3r=\lambda^3\lambda^{-3}\int n(\mathbf s)\,d^3s=N.$$

The energies become

$$T_\lambda=C\lambda^5\lambda^{-3}\int n(\mathbf s)^{5/3}d^3s=\lambda^2T,$$

$$V_{ne,\lambda}=-Z\,\lambda^3\,\lambda\,\lambda^{-3}\int\frac{n(\mathbf s)}{s}\,d^3s=\lambda V_{ne},$$

$$V_{ee,\lambda}=\lambda^6\,\lambda\,\lambda^{-6}\,V_{ee}=\lambda V_{ee}.$$

In the last line $\lambda^6$ comes from two densities, $\lambda$ from the inverse distance and $\lambda^{-6}$ from two volume elements. Thus

$$E(\lambda)=\lambda^2T+\lambda(V_{ne}+V_{ee}).$$

Each $n_\lambda$ is an allowed competitor at the same $N$, and $\lambda=1$ is the minimizer. The derivative $2\lambda T+V_{ne}+V_{ee}$ must therefore vanish at $\lambda=1$:

$$2T+V_{ne}+V_{ee}=0.\tag{4}$$

Consequently $E=T-2T=-T$.

### Second relation: the integrated chemical-potential equation

Multiply (1) by $n$ and integrate. Points with $n=0$ contribute nothing, so it does not matter that (1) may fail there. The kinetic term gives $\tfrac53C\int n^{5/3}d^3r=\tfrac53T$, and the nuclear term gives $V_{ne}$. The repulsion term is

$$\int n\,v_H\,d^3r=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=2V_{ee},$$

because it counts each pair of charge elements twice. The result is

$$\frac53T+V_{ne}+2V_{ee}=\mu N.\tag{5}$$

The coefficients $\tfrac53$, $1$ and $2$ are the powers of $n$ in the three energies. Equation (5) is the response of $E$ to $n\to(1+\epsilon)n$, which adds $\epsilon N$ electrons at a cost of $\mu$ each.

### The ratio, and its change in an ion

Subtract (4) from (5). The nuclear attraction cancels:

$$\left(\frac53-2\right)T+(2-1)V_{ee}=\mu N
\quad\Longrightarrow\quad V_{ee}=\frac T3+\mu N.\tag{6}$$

Equation (4) then gives

$$V_{ne}=-2T-V_{ee}=-\frac{7T}{3}-\mu N.\tag{7}$$

For the neutral atom $\mu=0$, so $V_{ee}=T/3$ and $V_{ne}=-7T/3$. This answers part (a):

$$\boxed{T:V_{ne}:V_{ee}=3:-7:1}$$

$$E=-T=\frac37V_{ne}=-3V_{ee}.$$

The value of $Z$ does not enter the ratio. The repulsion cancels one seventh of the nuclear attraction in every neutral atom of this model.

Equations (6) and (7) answer part (b), once the sign of $\mu$ is known. For $N<Z$, (3) gives $\Phi(r)\ge(Z-N)/r$. If $\mu$ were zero or positive, (2) would make $n$ at least a positive constant times $r^{-3/2}$ at all $r$, and the electron number would diverge. So $\mu<0$. The density then ends at a finite radius $R$, outside which $\Phi=(Z-N)/r$. By (2), $\mu+\Phi$ is positive at points arbitrarily close to $R$ on the inside and not positive outside. By continuity it vanishes at $R$:

$$\mu=-\frac{Z-N}{R}.$$

The negative $\mu N$ lowers $V_{ee}$ below $T/3$ and makes $V_{ne}$ less negative than $-7T/3$. The relation $E=-T$ is unaffected, because it rests on (4) alone.

### The absolute energy

Part (c) needs the size of one of the three energies. For $\mu=0$, (2) reads $\tfrac53Cn^{2/3}=\Phi$. Since $\tfrac53C=\tfrac12(3\pi^2)^{2/3}$,

$$n=\frac{(2\Phi)^{3/2}}{3\pi^2}.$$

Away from the nucleus, Poisson's equation is $\nabla^2\Phi=4\pi n$; the sign is positive because the electrons are negative charges. Write $\Phi=Z\varphi(x)/r$ with $r=bx$. For a spherical function $\nabla^2\Phi=r^{-1}d^2(r\Phi)/dr^2$, so

$$\frac{Z\varphi''}{b^3x}=\frac{4}{3\pi}\left(\frac{2Z\varphi}{bx}\right)^{3/2}
\quad\Longrightarrow\quad
\varphi''=\left[\frac{4}{3\pi}\,2^{3/2}Z^{1/2}b^{3/2}\right]\frac{\varphi^{3/2}}{\sqrt x}.$$

The bracket equals one for

$$b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},$$

and then $\varphi''=\varphi^{3/2}/\sqrt x$ contains no $Z$. At the nucleus $r\Phi\to Z$, because $v_H(0)=\int n/r\,d^3r$ is finite, so $\varphi(0)=1$. At large $r$, (3) gives $r\Phi\le Z-N(r)\to0$, so $\varphi(\infty)=0$.

The repulsive potential is $v_H=Z/r-\Phi=Z(1-\varphi)/r$. Near the nucleus $1-\varphi\approx-\varphi'(0)\,r/b$, so $v_H(0)=-Z\varphi'(0)/b$. Therefore

$$V_{ne}=-Z\int\frac nr\,d^3r=-Z\,v_H(0)=\frac{Z^2\varphi'(0)}{b},$$

$$E=\frac37V_{ne}=\frac{3Z^2\varphi'(0)}{7b}=\frac67\left(\frac{4}{3\pi}\right)^{2/3}\varphi'(0)\,Z^{7/3}.$$

The single number to be computed is the initial slope. Numerical solution gives $\varphi'(0)=-1.588071$, and hence $E=-0.768745\,Z^{7/3}$ hartree.

## The Rh atom in numbers

A heavy atom such as Rh suits a statistical model better than a light one, but the figures below are properties of the Thomas-Fermi model. Their digits serve to check the relations and do not measure the accuracy for real rhodium. The numerical check solves for $\varphi$, builds the density and computes each energy by its own quadrature, without using the ratio. Rounded to 1 eV,

$$T=150671\ \text{eV},\qquad V_{ne}=-351565\ \text{eV},\qquad V_{ee}=50224\ \text{eV}.$$

The total energy is $E=-150671$ eV, or $-5537$ hartree. Division gives

$$\frac{V_{ne}}{T}=-\frac{351565}{150671}=-2.3333,\qquad\frac{V_{ee}}{T}=\frac{50224}{150671}=0.3333,$$

which are $-7/3$ and $1/3$.

**The fault at one point.** At $r=0.49962$ Å the three terms of (1) are $151.02$, $-1296.95$ and $1145.93$ eV. Their sum is zero to the digits shown, as $\mu=0$ requires. The tempting solution uses the mean kinetic energy, $\tfrac35\times151.02=90.61$ eV, and its sum is

$$90.61-1296.95+1145.93=-60.41\ \text{eV}.$$

This is how far the average electron at that point lies below the highest occupied level. Over the whole atom, (5) with $\mu=0$ gives $T+V_{ne}+2V_{ee}=-\tfrac23T$. The computed energies agree: $150671-351565+2\times50224=-100446$ eV, against $-\tfrac23\times150671=-100447$ eV, the difference being due to rounding. The tempting solution set this quantity to zero.

**The scaling argument.** Since $V_{ne}+V_{ee}=-2T$, the energy along the dilated family is $E(\lambda)=(\lambda^2-2\lambda)T$, which exceeds the minimum by $(\lambda-1)^2T$. For $\lambda=0.9$ the predicted rise is $0.01\times150671=1507$ eV. The program dilates the actual density, repeats the quadratures and finds $1507$ eV.

**Scaling alone is not enough.** Any density with $V_{ne}+V_{ee}<0$ can be dilated until $E(\lambda)$ is lowest, at $\lambda=-(V_{ne}+V_{ee})/2T$, and it then obeys (4). An exponential density with 45 electrons, treated in this way, has the ratio $3:-8.727:2.727$. It cannot solve (1): at the nucleus its kinetic term and $v_H$ are finite, while $-Z/r$ diverges. Its energy is $-80102$ eV, well above the minimum.

**Ions.** For Rh with charge $+9$ the program finds an edge at $0.9185$ Å, $\mu=-141.09$ eV and $T=150192$ eV. With 36 electrons, $\mu N=-5079$ eV. Equations (6) and (7) predict

$$V_{ee}=\frac{150192}{3}-5079=44985\ \text{eV},$$

$$V_{ne}=-\frac{7\times150192}{3}+5079=-345369\ \text{eV}.$$

Both agree with the separate quadratures, and the ratio is $3:-6.899:0.899$. For charge $+1$, $\mu N$ is only $-201$ eV, and the ratio, $3:-6.996:0.996$, is already close to the neutral one.

## When the ratio fails

Each ingredient of the proof marks a limit of the result.

- In a positive ion, $\mu N$ enters through (6) and (7). A negative ion is not covered, because for $N>Z$ no spherical density satisfies (2). With $\mu>0$ the electron number would be infinite, since $\Phi\to0$. With $\mu\le0$, (3) makes $\mu+\Phi$ negative at large $r$, so the density ends at a smallest radius $R$; there $\Phi(R)=(Z-N)/R<0$, and $n$ would vanish just inside $R$ as well.
- If the density is not the minimizer, (1) is not available, as the exponential density shows.
- If a term is added to the functional, it enters (4) and (5) with coefficients of its own. An exchange energy $E_x=-c\int n^{4/3}d^3r$, with $c>0$, scales as $\lambda$ under dilation and has the power $\tfrac43$ in $n$. It adds $E_x$ to the left side of (4) and $\tfrac43E_x$ to that of (5). Their difference becomes $V_{ee}-\tfrac13T+\tfrac13E_x=\mu N$, which no longer fixes $V_{ee}/T$ even if $\mu=0$.
- If there are several nuclei at fixed positions, a dilation of the density alone does not multiply $V_{ne}$ by $\lambda$, because the distances between the nuclei are not scaled with it. Scaling the density and the nuclear positions $\mathbf R_a$ together gives instead $2T+V_{ne}+V_{ee}=\sum_a\mathbf R_a\cdot\mathbf F_a$, where $\mathbf F_a$ is the force that the electrons exert on nucleus $a$. For two nuclei at distance $d$ the right side equals $-V_{nn}-d\,\partial E_{\rm tot}/\partial d$, where $V_{nn}$ is the repulsion of the nuclei and $E_{\rm tot}=E+V_{nn}$.

## Values computed for the example and the checks

```
Rh atom, Thomas-Fermi level
nuclear charge Z = 45
integrated electron number = 45.000000
length b = 0.131717 angstrom
initial slope phi'(0) = -1.588071
kinetic energy T = 150670.7 eV
nuclear attraction V_ne = -351565.0 eV
electron repulsion V_ee = 50223.6 eV
total energy E = -150670.7 eV
total energy E = -5537.047 hartree
E from slope formula = -150670.7 eV
E / Z^(7/3) = -0.768745 hartree
ratio with T set to 3: 3 : -7.00000 : 1.00000
best length-scaling factor = 1.00000
energy rise at scaling factor 0.9 = 1506.7 eV
local balance at r = 0.4996 angstrom
  kinetic term = 151.024 eV
  nuclear term = -1296.950 eV
  repulsion term = 1145.926 eV
  absolute value of sum = 1.6e-09 eV
largest |sum|/(Z/r), x from 0.001 to 50 = 7.0e-12
exponential density at its best length scale
  total energy = -80101.9 eV
  (2T+V_ne+V_ee)/T, absolute = 6.6e-15
  ratio: 3 : -8.7273 : 2.7273
Rh ion, charge +1, electrons = 44.0000
  edge radius = 3.1573 angstrom
  chemical potential = -4.561 eV
  mu*N = -200.7 eV
  T = 150668.9 eV
  V_ne = -351360.0 eV
  V_ee = 50022.3 eV
  ratio: 3 : -6.9960 : 0.9960
Rh ion, charge +9, electrons = 36.0000
  edge radius = 0.9185 angstrom
  chemical potential = -141.094 eV
  mu*N = -5079.4 eV
  T = 150192.2 eV
  V_ne = -345369.1 eV
  V_ee = 44984.7 eV
  ratio: 3 : -6.8985 : 0.8985
```
